\section*{Why a soliton microcomb can have a quiet detuning}

\section{What symmetry allows}

A soliton microcomb is a short pulse circulating in a Kerr resonator driven by a continuous laser. Its repetition rate is the free spectral range (FSR) plus a small drift $v$. Pump-frequency noise changes the detuning $\delta$, the cold resonance frequency minus the pump frequency, and so reaches the repetition rate through $v(\delta)$.

All frequencies and rates are divided by $2\pi$, and time is measured in the matching unit. Modes are numbered by $\mu$ from the pumped mode, $\phi$ is the angle in a frame circulating at the FSR, and the field $A=\sum_\mu a_\mu e^{i\mu\phi}$ is scaled so that $I=|A|^2$ is the Kerr frequency shift. The model is
\begin{equation}
\partial_t A=-\Big(\frac{\kappa}{2}+i\delta\Big)A+\frac{iD_2}{2}A''+i(I+\tau I')A+F ,
\label{lle}
\end{equation}
where primes are $\phi$ derivatives, $\kappa$ is the loss rate, $D_2>0$ the dispersion and $F$ the pump. The Raman response is a short delay $\tau_R$. At a fixed place on the ring the pulse depends on time through $\phi=\theta-2\pi\,\mathrm{FSR}\,t$, so $I(t-\tau_R)\approx I+\tau I'$ with $\tau=2\pi\,\mathrm{FSR}\,\tau_R$. One mode, $r$, is displaced by $\Delta_r$ from the parabola $D_2\mu^2/2$ and has loss $\kappa_r$, a simplified picture of mixing with another mode family.

Without the Raman term and the displaced mode, the equation is unchanged by $\phi\to-\phi$, and a symmetric soliton has $v=0$ at every detuning. A detuning-dependent drift needs a term that breaks reflection symmetry. This model has two: $\tau$ and the displaced mode. Reflection reverses $\tau$, $r$ and $v$ together.

For Raman scattering alone, scaling fixes more. If the pulse is much shorter than the ring, stretching the angle by $\lambda$ changes $D_2\to\lambda^2D_2$, $\tau\to\lambda\tau$ and $v\to\lambda v$. To first order in $\tau$, therefore, $v$ is $\tau$ times a frequency that does not contain $D_2$. The soliton's own scale is $\delta$, and its steady momentum is a force times a lifetime $1/\kappa$. Hence
\begin{equation}
v_{\rm Raman}=-C\,\tau\,\frac{\delta^2}{\kappa}.
\label{form}
\end{equation}
This varies monotonically with $\delta$, so Raman scattering alone gives no quiet point at this order. Away from the end of the soliton branch, the second symmetry breaker must supply the opposite slope.

\section{Momentum balance}

Let $\langle\cdot\rangle$ be the average over the ring and $P=\sum_\mu\mu|a_\mu|^2=\langle\mathrm{Im}\,A^*A'\rangle$. Dispersion changes only the phases of the $a_\mu$, and the pump feeds $\mu=0$, so neither changes $P$. Loss removes $\sum_\mu\kappa_\mu\mu|a_\mu|^2$ per unit time. With $V=I+\tau I'$, the nonlinear part $\partial_tA=iVA$ gives
\begin{align}
\dot P_{\rm nl}&=\langle\mathrm{Im}(-iVA^*A'+iV'I+iVA^*A')\rangle=\langle IV'\rangle\nonumber\\
&=\langle II'\rangle+\tau\langle II''\rangle=-\tau\langle I'^2\rangle .
\end{align}
The first average vanishes because $II'=(I^2)'/2$; the second follows by integration by parts. In the steady state,
\begin{equation}
\sum_\mu\kappa_\mu\,\mu|a_\mu|^2=-\tau\langle I'^2\rangle .
\label{balance}
\end{equation}

Let $s_\mu$ be the soliton's own spectral lines, $N=\sum|s_\mu|^2$ and $\mu_s=\sum\mu|s_\mu|^2/N$ its centre. In mode $r$ the actual power is $|a_r|^2$, which includes the dispersive wave. Equation~(\ref{balance}) then gives
\begin{equation}
\mu_s=\underbrace{-\frac{\tau\langle I'^2\rangle}{\kappa N}}_{\rm Raman}\;
\underbrace{-\,r\,\frac{\kappa_r|a_r|^2-\kappa|s_r|^2}{\kappa N}}_{\rm recoil}.
\label{centre}
\end{equation}
A wave on the red side ($r<0$) carries away negative momentum and pushes the soliton to the blue.

\section{The soliton and its Raman shift}

At leading order, neglect loss, pump and Raman scattering in the pulse shape. In a frame moving with $v$, put $A=e^{i\mu_s\phi}S(\phi)$ with $S$ real. The steady equation becomes
\begin{equation}
vS'+iv\mu_sS+\frac{iD_2}{2}(S''+2i\mu_sS'-\mu_s^2S)+iS^3-i\delta S=0 .
\end{equation}
The real part requires
\begin{equation}
v=D_2\mu_s .
\label{velocity}
\end{equation}
The imaginary part is $\tfrac12D_2S''+S^3-wS=0$ with $w=\delta-D_2\mu_s^2/2$. In the example below $w$ and $\delta$ differ by less than 1\%, so I write $\delta$ for $w$ in the formulas. For $S=B\,\mathrm{sech}(\phi/\phi_s)$ we have $S''=(S-2S^3/B^2)/\phi_s^2$, and matching terms gives
\begin{equation}
\phi_s=\sqrt{D_2/2\delta},\qquad B^2=D_2/\phi_s^2=2\delta .
\end{equation}
The averages are $N=B^2\phi_s/\pi$ and, with $u=\tanh(\phi/\phi_s)$,
\begin{equation}
\langle I'^2\rangle=\frac{B^4}{2\pi\phi_s}\int_{-1}^{1}4u^2(1-u^2)\,du=\frac{B^4}{2\pi\phi_s}\,\frac{16}{15}.
\end{equation}
Their ratio yields
\begin{equation}
\mu_{\rm Raman}=-\frac{8\tau B^2}{15\kappa\phi_s^2}=-\frac{32}{15}\frac{\tau\delta^2}{\kappa D_2}.
\label{raman}
\end{equation}
Multiplication by $D_2$ reproduces Eq.~(\ref{form}) with $C=32/15$. A larger detuning means a shorter, stronger pulse and a steeper intensity gradient.

\section{The wave and its recoil}

A pattern moving with $v$ has $\dot a_r=-irv\,a_r$. The soliton drives mode $r$ through $(S^3)_m$, where $m=r-\mu_s$, and also shifts it by cross-phase modulation, on average by $2\langle I\rangle$. I keep this average and drop the Raman part of the drive. Because $|a_r|\gg|s_r|$ near resonance, the cross-phase shift may be applied to the whole of $a_r$. Then
\begin{align}
\Big(\frac{\kappa_r}{2}+i\Delta\Big)a_r&=i(S^3)_m,\\
\Delta&=\delta+\frac{D_2r^2}{2}+\Delta_r-rv-2\langle I\rangle .
\label{offset}
\end{align}
The soliton equation gives $S^3=\delta S-\tfrac12D_2S''$, so $(S^3)_m=(\delta+\tfrac12D_2m^2)s_r$. The Fourier transform of the sech, with $B\phi_s=\sqrt{D_2}$, gives $s_r=\tfrac12\sqrt{D_2}\,\mathrm{sech}\,x$, where $x=\pi|m|\phi_s/2$. Therefore
\begin{equation}
|a_r|^2=\frac{(\delta+D_2m^2/2)^2}{\kappa_r^2/4+\Delta^2}\,\frac{D_2}{4}\,\mathrm{sech}^2x .
\label{wave}
\end{equation}

How fast does the recoil grow? Neglect the small $|s_r|^2$ term in Eq.~(\ref{centre}), hold $\mu_s$ fixed and take $\partial\Delta/\partial\delta\approx1$. Since $x\propto\delta^{-1/2}$ and $N\propto\delta^{1/2}$,
\begin{equation}
\frac{\partial\ln|\mu_{\rm recoil}|}{\partial\delta}\approx
\frac{-2\Delta}{\kappa_r^2/4+\Delta^2}
+\frac{x\tanh x}{\delta}+\frac{2}{\delta+D_2m^2/2}-\frac{1}{2\delta}.
\label{growth}
\end{equation}
The first term is the approach to resonance, positive when $\Delta<0$. The second is spectral broadening: a shorter pulse puts more light into its far wing.

\section{The quiet point}

The recoil depends on $\mu_s$ through $m$ and $v$, so Eq.~(\ref{centre}) has the form $\mu_s=G(\delta,\mu_s)$. Differentiation gives
\begin{equation}
\frac{d\mu_s}{d\delta}=\frac{\partial G/\partial\delta}{1-\partial G/\partial\mu_s}.
\label{feedback}
\end{equation}
The quiet point is where $\partial G/\partial\delta=0$: the Raman and recoil \emph{slopes} cancel, while the shifts themselves need not.

For a red wave with $\Delta<0$, Raman scattering dominates far from resonance and the recoil slope rises on approach. A quiet point exists if the recoil slope reaches the Raman slope while the soliton still exists; a wave that is too weak never does so. The pump limits the soliton to detunings below about $\pi^2F^2/2\kappa^2$, which is 13.9 MHz for the parameters below; with Raman scattering and no wave, the full solution ends near 13.6 MHz. Just before such an end the leading-order picture fails and $v(\delta)$ turns over even without a wave, but for Raman scattering alone this happens within about 0.01 MHz of the end, too close to be of use. A blue wave ($r>0$) pushes the soliton to the red, so it must weaken with detuning. This requires $\Delta>0$ and a resonance term in Eq.~(\ref{growth}) large enough to outweigh the broadening.

Feedback sets another limit. For $r<0$, a blue shift raises $-rv$, moves a negative $\Delta$ towards zero and strengthens the wave. When $\partial G/\partial\mu_s\to1$ the slope diverges at a turning point, where hysteresis begins. This can happen below the detuning limit set by the pump: in the example below the branch that holds the quiet point turns at about 12.3 MHz, with the drift rising steeply. For the blue wave with $\Delta>0$, the same path through $\Delta$ gives negative feedback.

\section{A worked case}

Take FSR $=22$ GHz, wavelength 1550 nm, $\kappa=1.5$ MHz, $D_2=20$ kHz and $\tau_R=2.4$ fs, so $\tau=3.318\times10^{-4}$. The displaced mode has $r=-80$, $\Delta_r=-80$ MHz and $\kappa_r=4.5$ MHz. The pump power is 15 times the parametric threshold.

The closed-form estimate places the quiet point at 11.19 MHz, with $\Delta=-8.45$ MHz and a wave holding 0.413\% of the soliton power. The recoil is about $80\times(4.5/1.5)\times0.00413=0.99$ modes. Its slope is $0.526$ modes/MHz, of which $0.307$ comes from the terms other than the resonance term, chiefly spectral broadening. The Raman slope is $-0.526$ modes/MHz. The feedback $\partial G/\partial\mu_s$ is 0.29, well below the turning point.

A numerical steady solution of the full model, including the pump background, gives 10.99 MHz; the estimate is 2\% higher. There the centre is
\begin{equation}
\mu_s=-2.765+0.939=-1.826 .
\end{equation}
Equation~(\ref{velocity}) predicts a drift of $-36.5$ kHz, against $-38.0$ kHz in the full solution. The derivation of that equation neglects loss, pump, Raman scattering and the dispersive wave in the pulse shape. With Raman scattering alone it misses by about 1.4\% in the opposite direction, so the 4\% difference comes with the wave. All perturbations of this state decay, apart from a neutral displacement around the ring.

Removing either cause removes the cancellation. At the same detuning and pump, with mode $r$ restored to an ordinary mode, the drift is $-58.2$ kHz and its slope $-9.64$ kHz/MHz. Equation~(\ref{raman}) gives a drift of $-57.0$ kHz and a slope of $-10.4$ kHz/MHz, 8\% too steep; here the full drift grows locally as $\delta^{1.8}$ rather than $\delta^2$. With Raman scattering removed instead, and mode $r$ moved to replace the line shift $-rv$ that the Raman drift had produced, the slope is $+8.02$ kHz/MHz. These two slopes need not sum to zero, because the recoil depends on $\mu_s$: the centre differs between the two cases, and the feedback of Eq.~(\ref{feedback}) acts only when the wave is present.

\section{How quiet, and for which noise}

Near the quiet detuning $\delta_q$ the rate changes by $\tfrac12v''(\delta-\delta_q)^2$, with $v''=5.09$ kHz/MHz$^2$. An excursion of 0.1 MHz should raise it by 25 Hz; the full solutions give 24 and 27 Hz on the two sides. For slow Gaussian noise of rms $\sigma$, the variance of $(\delta-\delta_q)^2$ is $2\sigma^4$, so the rms rate noise is $v''\sigma^2/\sqrt2$. For $\sigma=0.1$ MHz this is 36 Hz, against 964 Hz for Raman scattering alone.

For faster noise the two shifts lag the detuning differently. A linear response that vanishes at zero frequency generally starts in proportion to frequency. With the pulse displacement read from the projection of the field change on $A'$, the computed response is 0.020, 0.196 and 0.597 kHz/MHz at 10, 100 and 300 kHz, while the Raman-only response stays between 9.4 and 9.7 kHz/MHz. By this measure the suppression falls from nearly 500 to about 16; another definition of the pulse position adds its own term, proportional to frequency, to the quiet response. Read from the phase of the first harmonic of the intracavity intensity, the suppression falls from about 400 to about 13. The comb lines at $\nu_{\rm pump}+\mu f_{\rm rep}$ still carry the pump's own frequency noise; it is their spacing that becomes quiet.

\section{Beside a real resonator}

The parameters are rough values in the regime of a silica disk resonator. The displacement and loss of mode $r$ were chosen to keep the wave weak and are not offered as typical; in a device they depend on the particular mode crossing. The result is sensitive to them: a more negative $\Delta_r$ keeps the wave farther from resonance, which moves the quiet point to larger detuning. At $\Delta_r=-83$ MHz the only stationary point above 11 MHz lies about 0.01 MHz from the end of the soliton branch near 13.3 MHz, which removes it in practice.

The model also gives mode $r$ the soliton's full drive. A truly mixed mode has only part of its field in the soliton's family and is driven more weakly. For the same displacement and loss, this weaker drive moves the quiet point to larger detuning; with half the mode's power in the soliton's family it lies about 0.03 MHz from the end of the branch near 13.3 MHz. Real devices break the assumption of a parabola with one displaced mode. Third-order dispersion of 20 Hz, with mode $r$ held in place, moves the quiet detuning by $-0.37$ MHz. Displacing the nearest neighbours of mode $r$ by 6.4 MHz, and modes farther away by less, moves it by about 0.03 MHz in a direction set by the sign of the FSR difference between the two families. Self-steepening, included as a factor $1+\mu\,\mathrm{FSR}/\nu_{\rm pump}$ on the nonlinear term, moves it by about $+0.2$ MHz. The estimate from the direct delay alone, $+0.05$ MHz, is too small; it omits, among other things, that the added drift takes the wave farther from resonance through $-rv$. Third-order dispersion alone moves it by more than the 0.1 MHz noise considered above, so whether a quiet point exists, and where, has to be found on the device itself.

Heating adds a separate channel: a thermal drift of the resonance changes the FSR by 0.114 kHz per MHz. Thermorefractive fluctuations at 300 K contribute roughly 0.2 Hz rms for rough silica values. The balance of Raman shift and recoil does not remove these contributions. The main values are in the numerical output below.

\section*{Computed values}
\begin{verbatim}
FSR 22.0 GHz, wavelength 1550 nm
kappa 1.5 MHz, kappa_r 4.5 MHz, D2 20.0 kHz
Raman delay 2.4 fs, D1*tau_R 3.318e-04 rad
displaced mode r -80, offset -80.0 MHz
pump over threshold 15, F 2.516 MHz^1.5
drift at 9.0 MHz: time stepping -32.45 kHz, Newton -32.52 kHz
slope at 9.0 MHz: -4.30 kHz/MHz
QUIET detuning, full equation 10.988 MHz
rep rate minus FSR at quiet point -38.04 kHz
soliton FWHM (sech estimate) 385 fs
soliton centre -1.826 modes
  Raman part -2.765, recoil part 0.939 modes
D2*centre -36.52 kHz
wave power over soliton power 0.393 %
momentum identity, relative error 4.4e-15
field at edge of mode range over peak line 2.1e-04
slowest damping rate at quiet point 0.617 (2 pi MHz)
Raman alone: drift -58.23 kHz, slope -9.64 kHz/MHz
recoil alone: drift 12.87 kHz, slope 8.02 kHz/MHz
curvature at quiet point 5.09 kHz/MHz^2
drift change at -0.1, +0.1 MHz: 24.3, 26.5 Hz
noise at 10 kHz: quiet 0.020, Raman alone 9.640 kHz/MHz
noise at 100 kHz: quiet 0.196, Raman alone 9.613 kHz/MHz
noise at 300 kHz: quiet 0.597, Raman alone 9.406 kHz/MHz
slow Gaussian pump noise 0.1 MHz rms gives rep-rate rms:
  Raman alone 964 Hz, quiet 36.0 Hz
estimate: quiet detuning 11.19 MHz, centre -1.948 modes
estimate: Raman -2.934, recoil 0.986 modes
estimate: line offset -8.45 MHz, wave power 0.413 %
estimate: slopes Raman -0.526, recoil 0.526 modes/MHz
  of recoil slope, spectral broadening 0.307 modes/MHz
estimate: feedback gain 0.292
estimate: Raman-only drift at full quiet detuning -56.96 kHz
D3 of 20 Hz moves quiet detuning by -0.367 MHz
neighbour shifts of 6.4 MHz (families' FSR differ by 1000 MHz)
  move quiet detuning by -0.032 MHz
self-steepening: direct slope -0.230 kHz/MHz, moves quiet point +0.045 MHz
thermal: 0.114 kHz per MHz of resonance drift
thermorefractive rms at 300 K, rough silica values 0.17 Hz
\end{verbatim}
